\section*{Blöchl's correction to the linear tetrahedron method and its remaining errors, part 3}

Blöchl's correction to the linear tetrahedron method is tested for averages $\langle X\rangle$ over the occupied states of a band $\varepsilon(\mathbf k)$. Formulas use $\hbar=m=1$. The cubic mesh has step $h$, contains $\mathbf k=0$, and has six tetrahedra $T$ per cube. $N$ is the electron number, $k_F$ the Fermi radius, $D$ the density of states at $E_F$, $\langle\cdot\rangle_F$ the Fermi-surface average and $H_X$ the Hessian.

The edge tensor $M(\mathbf u)$, periodic in $\mathbf u=\mathbf k/h$, has mean $\bar M_{aa}=\frac{10}3$, $\bar M_{ab}=\frac53$. The mean interpolation error is $\bar\eta_\varepsilon=h^2\operatorname{tr}(\bar MH_\varepsilon)/40$. At fixed $N$, with level $E_F^{\rm lin}$,
\begin{equation}
\langle X\rangle_{\rm cor}-\langle X\rangle=-D\,\mathrm{Cov}_F(X,\bar\eta_\varepsilon)+O(h^3),\qquad
\mathrm{Cov}_F(f,g)=\langle fg\rangle_F-\langle f\rangle_F\langle g\rangle_F .
\label{eq:cov}
\end{equation}
The linear error also contains $\mathcal V_X=\frac{h^2}{40}\langle\operatorname{tr}(\bar MH_X)\rangle$, removed by adding $dw_i=D_T\sum_j(\varepsilon_j-\varepsilon_i)/40$ to the linear weights $w_i$.

For free electrons, $\varepsilon=k^2/2$, $\mathcal V_X/N$ is $h^2/4$, $h^2/12$, $k_F^2h^2/5$ for $X=\varepsilon,k_xk_y,k_z^4$. At the exact $E_F$, $\delta N/N=-3h^2/4k_F^2$ and the corrected energy error per electron is $-3h^2/8$. With $t$ the fractional part of $k_F/h$ and $\Delta E=E_F^{\rm lin}-E_F$,
\begin{equation}
\Delta E=\frac{h^2}4-\frac{h^3}{4k_F}\,t(1-t)(1-2t)+O(h^4).
\label{eq:dE3}
\end{equation}
\begin{equation}
\frac{\langle\varepsilon\rangle_{\rm cor}-\langle\varepsilon\rangle}N=-\frac{3h^3}{40\,k_F}\sum_{\mathbf m\ne0}c_{\mathbf m}\,\frac{\sin(2\pi|\mathbf m|k_F/h)}{2\pi|\mathbf m|}+O(h^4).
\label{eq:E3}
\end{equation}
Here $c_{\mathbf m}=\hat{\mathbf m}^TM_{\mathbf m}\hat{\mathbf m}$, with $M_{\mathbf m}$ the Fourier coefficients of $M(\mathbf u)$; $c_{100}=-1/\pi^2$.

One tetrahedron has count $n_T=\sum_iw_i$ and density of states $D_T=dn_T/dE$, in units of $V_T/V_G$ (tetrahedron over zone volume). For sorted corner energies, $\varepsilon_{ij}=\varepsilon_i-\varepsilon_j$, $x=E-\varepsilon_2$ and $\varepsilon_2<E\le\varepsilon_3$,
\begin{equation}
a=\frac{E-\varepsilon_1}{\varepsilon_{31}},\quad b=\frac{E-\varepsilon_1}{\varepsilon_{41}},\quad
c=\frac{E-\varepsilon_2}{\varepsilon_{32}},\quad d=\frac{E-\varepsilon_2}{\varepsilon_{42}} .
\end{equation}
\begin{equation}
4C_1=ab,\qquad 4C_2=bc\,(1-a),\qquad 4C_3=cd\,(1-b).
\end{equation}
\begin{equation}
D_T=\frac1{\varepsilon_{31}\varepsilon_{41}}\left[3\varepsilon_{21}+6x-\frac{3(\varepsilon_{31}+\varepsilon_{42})\,x^2}{\varepsilon_{32}\varepsilon_{42}}\right].
\label{eq:Dmid}
\end{equation}
Also $S=C_1+C_2+C_3$, $n_T=4S$ and $w_4=S\,b+C_3\,d$.

\subsection{A band for which an $h^2$ error survives}

Take $\varepsilon=k^2/2+\beta k^4$, whose Fermi surface is still a sphere. For an isotropic band $\partial_a\varepsilon=\varepsilon'\hat k_a$, and $\partial_b\hat k_a=(\delta_{ab}-\hat k_a\hat k_b)/k$ gives
\begin{equation}
H_\varepsilon=\frac{\varepsilon'}k\,1+\Big(\varepsilon''-\frac{\varepsilon'}k\Big)\hat{\mathbf k}\hat{\mathbf k}^T,\qquad
\frac{\varepsilon'}k=1+4\beta k^2,\qquad \varepsilon''-\frac{\varepsilon'}k=8\beta k^2 .
\end{equation}
Since $\hat{\mathbf k}^T\bar M\hat{\mathbf k}=\frac{10}3+2\cdot\frac53(\hat k_x\hat k_y+\hat k_y\hat k_z+\hat k_z\hat k_x)$, the part of $\bar\eta_\varepsilon$ that varies over the Fermi sphere is $\frac{h^2}{40}\cdot8\beta k_F^2\cdot\frac{10}3(\hat k_x\hat k_y+\hat k_y\hat k_z+\hat k_z\hat k_x)$. For $X=k_xk_y$ only the first product survives the angular average:
\begin{equation}
\mathrm{Cov}_F=\frac{h^2}{40}\cdot8\beta k_F^2\cdot\frac{10}3\cdot\frac{k_F^2}{15}=\frac2{45}\beta k_F^4h^2 .
\end{equation}
With $v_F=k_F+4\beta k_F^3$ and $D/N=3/(k_Fv_F)$,
\begin{equation}
\frac{\langle k_xk_y\rangle_{\rm cor}}N=-\frac2{15}\,\frac{\beta k_F^3}{v_F}\,h^2,\qquad
\frac{\langle k_xk_y\rangle_{\rm lin}}N=\frac{h^2}{12}-\frac2{15}\,\frac{\beta k_F^3}{v_F}\,h^2 ,
\label{eq:left}
\end{equation}
the volume term being that of free electrons because it depends only on $X$ and the occupied region. The interpolated band is raised more along $(1,1,1)$ than across it, the interpolated Fermi surface is flattened along that diagonal, and the correction contains no term for this change of shape. The leftover vanishes as $\beta\to0$ and tends to $-h^2/30$ as $\beta\to\infty$, where the linear error tends to $h^2/12-h^2/30=h^2/20$; in this model with $\beta>0$ the corrected error is the smaller one throughout. The energy has the exact value $\frac3{10}k_F^2+\frac37\beta k_F^4$ per electron. The off-diagonal Hessian elements average to zero over the sphere and $\operatorname{tr}H_\varepsilon=3+20\beta k^2$, so $\mathcal V_\varepsilon/N=\frac{h^2}{40}\cdot\frac{10}3(3+12\beta k_F^2)=h^2(3+12\beta k_F^2)/12$, all of which the correction removes.

\subsection{Worked example}

The model is a free-electron gas with the round value $k_F=1$~\AA$^{-1}$, density $k_F^3/3\pi^2=0.03377$~\AA$^{-3}$ for two spins. Energies follow from the atomic-unit formulas by the factor $\hbar^2/m=7.61996$~eV\,\AA$^2$, so $E_F=3.80998$~eV and the exact energy per electron is $0.3\times7.61996=2.28599$~eV $=0.084009$~Ha. The meshes have $h=0.12$, $0.06$ and $0.03$~\AA$^{-1}$, with $k_F/h=8.333$, $16.667$, $33.333$.

On the coarsest mesh $E_F^{\rm lin}=3.83717$~eV. One tetrahedron cut by this level has the following corners ($\mathbf k$ in \AA$^{-1}$, energies in eV, weights in $V_T/V_G$):
\begin{center}
\begin{tabular}{ccccc}
$\mathbf k_i$ & $\varepsilon_i$ & $\sum_j(\varepsilon_j-\varepsilon_i)$ & $w_i$ & $dw_i$\\
$(0.96,0.12,0.12)$ & 3.62101 & $+1.75564$ & 0.06901 & $+0.07821$\\
$(0.96,0.24,0.12)$ & 3.78560 & $+1.09727$ & 0.04395 & $+0.04888$\\
$(0.96,0.24,0.24)$ & 3.95019 & $+0.43891$ & 0.02389 & $+0.01955$\\
$(1.08,0.24,0.24)$ & 4.88287 & $-3.29182$ & 0.00627 & $-0.14665$
\end{tabular}
\end{center}
The level lies between $\varepsilon_2$ and $\varepsilon_3$. The differences are $\varepsilon_{21}=\varepsilon_{32}=0.16459$, $\varepsilon_{31}=0.32918$, $\varepsilon_{41}=1.26186$, $\varepsilon_{42}=1.09727$, $E-\varepsilon_1=0.21616$ and $x=0.05157$~eV. The fractions are $a=0.6567$, $b=0.1713$, $c=0.3133$, $d=0.0470$, so $C_1=0.02812$, $C_2=0.00461$, $C_3=0.00305$, $S=0.03578$. The count $4S=0.1431$ agrees with $\sum_iw_i=0.14313$, and $w_4=0.03578\times0.1713+0.00305\times0.0470=0.00627$. Equation \eqref{eq:Dmid} gives
\begin{equation}
D_T=\frac{0.4938+0.3094-3\times1.42645\times0.05157^2/0.18060}{0.32918\times1.26186}\ {\rm eV}^{-1}=\frac{0.7402}{0.4154}\ {\rm eV}^{-1}=1.782\ {\rm eV}^{-1},
\end{equation}
computed unrounded as $1.78195$~eV$^{-1}$. Then $dw_1=1.78195\times1.75564/40=0.07821$ and $dw_4=-1.78195\times3.29182/40=-0.14665$. The four corrections add to $2.5\times10^{-16}$, which is rounding noise. In this tetrahedron $|dw_i|$ exceeds $w_i$ at three corners, and $w_4+dw_4=-0.1404$. In units of $V_T/V_G$ the correction in a typical cut tetrahedron is of order $h^0$ and does not shrink as the mesh is refined: $D_T$ scales as the inverse of the energy spread and the sum over $j$ as the spread itself. Its total effect is $O(h^2)$ because the cut tetrahedra fill a volume fraction of order $h$ and the zero-sum weights sample only differences $X_i-X_j=O(h)$.

The errors per electron at fixed $N$, each the mesh value minus the exact value, are:
\begin{center}
\begin{tabular}{llrrr}
$X$ & $h$ & linear & predicted & corrected\\
$\varepsilon$ ($10^{-3}$ eV) & 0.12 & 27.413 & 27.432 & $-0.2385$\\
 & 0.06 & 6.8568 & 6.8580 & $-0.0089$\\
 & 0.03 & 1.7144 & 1.7145 & $+0.0028$\\
$k_xk_y$ ($10^{-5}$ \AA$^{-2}$) & 0.12 & 119.75 & 120.00 & $-1.178$\\
 & 0.06 & 29.986 & 30.000 & $-0.113$\\
 & 0.03 & 7.4989 & 7.5000 & $-0.0014$\\
$k_z^4$ ($10^{-5}$ \AA$^{-4}$) & 0.12 & 289.60 & 288.00 & $-5.736$\\
 & 0.06 & 71.875 & 72.000 & $-0.642$\\
 & 0.03 & 18.022 & 18.000 & $+0.033$
\end{tabular}
\end{center}
The predicted column is $h^2/4$, $h^2/12$ and $k_F^2h^2/5$; for example $0.25\times0.03^2\times7.61996=1.7145\times10^{-3}$~eV. On the finest mesh the energy error falls from $1.7144\times10^{-3}$~eV ($6.300\times10^{-5}$~Ha) to $2.8\times10^{-6}$~eV ($1.0\times10^{-7}$~Ha), that is from $7.5\times10^{-4}$ to $1.2\times10^{-6}$ of the exact energy per electron. The corrected errors follow no clean power law. The energy error divided by $h^3$ is $-0.138$, $-0.041$ and $+0.104$~eV\,\AA$^3$ on the three meshes and changes sign. On the two coarser meshes terms of order $h^4$ are not small beside the $h^3$ term, so these three numbers are no test of \eqref{eq:E3}. The small value for $k_xk_y$ at $h=0.03$ belongs to that mesh and is no measure of a convergence rate. The numerical check asserts that each linear error equals its prediction, and each corrected error equals zero, within $0.15h^3+h^4$ in units $k_F=\hbar^2/m=1$; this tolerance is a bound and lies above the errors found.

The level shifts are $2.71909\times10^{-2}$, $6.88906\times10^{-3}$ and $1.71068\times10^{-3}$~eV against $h^2/4=2.74319\times10^{-2}$, $6.85797\times10^{-3}$ and $1.71449\times10^{-3}$~eV. The differences are $-2.41\times10^{-4}$, $+3.11\times10^{-5}$ and $-3.81\times10^{-6}$~eV. The three meshes have $t=\frac13,\frac23,\frac13$, for which \eqref{eq:dE3} gives $\mp h^3/(54k_F)$; multiplied by $7.61996$ this is $-2.44\times10^{-4}$, $+3.05\times10^{-5}$ and $-3.81\times10^{-6}$~eV. This comparison is arithmetic on the printed shifts and is not among the asserted tests.

At the exact $E_F$ and $h=0.03$ the count is off by $\delta N/N=-6.734\times10^{-4}$ (predicted $-6.750\times10^{-4}$) and the corrected energy by $-2.562\times10^{-3}$~eV per electron (predicted $-2.572\times10^{-3}$~eV), larger in modulus than the uncorrected error at fixed $N$. The combination $\varepsilon-E_F$ has the error $-2.5621\times10^{-3}+3.80998\times6.7337\times10^{-4}\approx3\times10^{-6}$~eV.

Equation \eqref{eq:E3} is compared with mesh sums at eight ratios $k_F/h$ from $32.0625$ to $32.9375$, one period of the axis terms, with the sum cut at $|m_a|\le8$. The six nearest axis terms alone have amplitude $6\times\frac3{40}\times0.10132/2\pi\times7.61996=0.055$~eV\,\AA$^3$; at these eight ratios the sum so cut ranges from $-0.077$ to $+0.093$ and the mesh values from $-0.106$ to $+0.082$~eV\,\AA$^3$. After the means are subtracted, the projection of the mesh values on the prediction has slope $1.017$, and the root-mean-square mismatch is $0.167$ of the root-mean-square prediction. The mesh values lie below the prediction at all eight points, by $0.017$~eV\,\AA$^3$ on average. A smooth $h^4$ term divided by $h^3$ would be nearly constant over this narrow range, and it is a conjecture, not derived or tested here, that it accounts for the offset.

Two further bands test the conditions of \eqref{eq:cov}. The anisotropic quadratic band $\frac12\mathbf k^TA\mathbf k$ has $A_{xx}=A_{yy}=1$, $A_{zz}=1.5$, $A_{xy}=0.3$ in units of the inverse electron mass and the same $E_F$. The substitution $\mathbf k=A^{-1/2}\mathbf p$ maps the ellipsoid to a sphere of radius $\sqrt{2E_F}$, so $\langle\mathbf k\mathbf k^T\rangle/N=\frac25E_FA^{-1}$ and $\langle k_xk_y\rangle/N=0.2\times(-0.3/0.91)=-0.06593$~\AA$^{-2}$. At $h=0.04$~\AA$^{-1}$ the linear error is $1.328\times10^{-4}$~\AA$^{-2}$, against $h^2/12=1.333\times10^{-4}$, and the corrected error is $-9.6\times10^{-7}$~\AA$^{-2}$. The quartic band with $\beta=0.5$~\AA$^2$ has $E_F=7.61996$~eV and $\hbar v_F=3\times7.61996=22.860$~eV\,\AA. At $h=0.03$~\AA$^{-1}$ its energy error per electron falls from $5.144\times10^{-3}$~eV (predicted $0.75\times0.03^2\times7.61996=5.1435\times10^{-3}$) to $4.1\times10^{-6}$~eV on an exact value of $3.91884$~eV. For $k_xk_y$, \eqref{eq:left} gives a leftover $-\frac2{15}\times\frac{0.5}{3}\times0.03^2=-2.000\times10^{-5}$~\AA$^{-2}$ and a linear error $7.500\times10^{-5}-2.000\times10^{-5}=5.500\times10^{-5}$~\AA$^{-2}$. The mesh gives $-2.015\times10^{-5}$ and $5.487\times10^{-5}$~\AA$^{-2}$.

\subsection{Order of operations in a code}

The level is found first, from the linear counts $\sum_Tn_T(E)=N$; Newton's method can use $\sum_TD_T$ as the derivative, and the correction plays no part in this step. The weights $w_i$, $D_T$ and $dw_i$ are then evaluated once at $E_F^{\rm lin}$, with $D_T$ carrying the same factor $V_T/V_G$ and the same spin factor as $w_i$, and are added to the mesh points through the permutation that sorted the corners. Each case formula is evaluated only on the tetrahedra that satisfy its inequality, which avoids divisions by zero. Corrected weights must not be clipped to the range of occupations, since clipping breaks $\sum_idw_i=0$ and with it the electron count. A Fermi level imported from a finer mesh or from an exact result should not be used: at the exact level the corrected average has the error $-D\langle X\bar\eta_\varepsilon\rangle_F$, which is $\delta N=-D\langle\bar\eta_\varepsilon\rangle_F$ for the count and $E_F\,\delta N$ for the band energy. Both are of order $h^2$ unless $\langle\bar\eta_\varepsilon\rangle_F=0$; the second also vanishes when energies are counted from $E_F$. Two cheap checks are available. The condition $\sum_idw_i=0$ in each tetrahedron tests the sum over $j$ but holds for any overall sign and prefactor. Sign and prefactor are tested by a free-electron run, in which the energy correction per electron must approach $-\hbar^2h^2/4m$ for this division of the cube.

\section*{Computed results}
\begin{verbatim}
hbar^2/m = 7.61996 eV A^2
k_F = 1.00 1/A, density (2 spins) = 0.03377 1/A^3
E_F = 3.80998 eV, exact E/N = 2.28599 eV = 0.084009 Ha
exact <kz^4> = 0.085714 1/A^4
Mbar_xx = 3.33333, Mbar_xy = 1.66667, trace = 10.000
h^2 coefficients (a.u., k_F=1) E, kxky, kz4: 0.25000, 0.08333, 0.20000
h = 0.12 1/A, k_F/h = 8.333; errors: linear, predicted, corrected
  E/N: 2.74128e-02, 2.74319e-02, -2.385e-04 eV
  kxky: 1.19747e-03, 1.20000e-03, -1.178e-05 1/A^2
  kz4: 2.89600e-03, 2.88000e-03, -5.736e-05 1/A^4
  E_F shift 2.71909e-02, predicted 2.74319e-02 eV
  exact E_F: dN/N -1.0676e-02, predicted -1.0800e-02
  exact E_F: corrected E/N error -4.0747e-02, predicted -4.1148e-02 eV
h = 0.06 1/A, k_F/h = 16.667; errors: linear, predicted, corrected
  E/N: 6.85677e-03, 6.85797e-03, -8.892e-06 eV
  kxky: 2.99862e-04, 3.00000e-04, -1.131e-06 1/A^2
  kz4: 7.18753e-04, 7.20000e-04, -6.415e-06 1/A^4
  E_F shift 6.88906e-03, predicted 6.85797e-03 eV
  exact E_F: dN/N -2.7102e-03, predicted -2.7000e-03
  exact E_F: corrected E/N error -1.0322e-02, predicted -1.0287e-02 eV
h = 0.03 1/A, k_F/h = 33.333; errors: linear, predicted, corrected
  E/N: 1.71442e-03, 1.71449e-03, 2.795e-06 eV
  kxky: 7.49890e-05, 7.50000e-05, -1.398e-08 1/A^2
  kz4: 1.80216e-04, 1.80000e-04, 3.309e-07 1/A^4
  E_F shift 1.71068e-03, predicted 1.71449e-03 eV
  exact E_F: dN/N -6.7337e-04, predicted -6.7500e-04
  exact E_F: corrected E/N error -2.5621e-03, predicted -2.5717e-03 eV
h=0.03 E/N error: linear 6.3004e-05 Ha, corrected 1.027e-07 Ha
one tetrahedron, h = 0.12 1/A, E_F(lin) = 3.83717 eV, D_T = 1.78195 1/eV
  k=[0.96 0.12 0.12] 1/A e=3.62101 eV sum(ej-ei)=+1.75564 eV w=0.06901 dw=+0.07821
  k=[0.96 0.24 0.12] 1/A e=3.78560 eV sum(ej-ei)=+1.09727 eV w=0.04395 dw=+0.04888
  k=[0.96 0.24 0.24] 1/A e=3.95019 eV sum(ej-ei)=+0.43891 eV w=0.02389 dw=+0.01955
  k=[1.08 0.24 0.24] 1/A e=4.88287 eV sum(ej-ei)=-3.29182 eV w=0.00627 dw=-0.14665
  sum w = 0.14313, sum dw = 2.5e-16 (units V_T/V_G)
Fourier coefficient c_(100) = -0.10132
k_F/h, corrected E/N error / h^3: mesh, stationary phase (eV A^3)
  32.0625  +0.0345  +0.0381
  32.1875  +0.0816  +0.0932
  32.3125  +0.0196  +0.0463
  32.4375  -0.1056  -0.0760
  32.5625  -0.0497  -0.0269
  32.6875  +0.0123  +0.0373
  32.8125  +0.0023  +0.0176
  32.9375  -0.0814  -0.0772
  mean offset -0.0173 eV A^3, slope 1.017, mismatch 0.167
ellipsoid m/m*: xx=yy=1.0, zz=1.5, xy=0.3, h=0.04 1/A, exact kxky -0.06593 1/A^2
  kxky errors: linear 1.3277e-04, corrected -9.619e-07 1/A^2
non-parabolic beta = 0.5 A^2, h = 0.03 1/A, E_F = 7.61996 eV, hbar v_F = 22.8599 eV A
  E/N exact 3.91884 eV; errors linear 5.1441e-03, predicted 5.1435e-03, corrected 4.091e-06 eV
  kxky errors: linear 5.4870e-05, corrected -2.0147e-05, predicted leftover -2.0000e-05 1/A^2
\end{verbatim}
